# Force and Energy Curve of a Diatomic with Geometry-Dependent Hubbard U: verification in Python

```python
"""
Result under test: for a two-orbital diatomic with a Hubbard parameter U(R),
    -dE/dR = F_U + F_miss,   F_miss = -(dU/dR) * P,   P = n(1-n),
and integrating the full force over R restores the DFT+U(R) energy, while
integrating F_U (the force at frozen U) alone gives another curve W(R).

Symbols (Hartree atomic units):
  R      bond length            n   occupation of orbital d per spin
  DELTA  level of d above p     s   density-matrix element between d and p
  t(R)   hopping strength       P   occupation penalty, (1/2) sum_spin n(1-n)
  V(R)   core repulsion         U   Hubbard parameter
One electron per spin; the orbitals are orthonormal at every R.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
DELTA = 0.10
R_REF = 3.0
T_REF, T_LEN = 0.10, 2.0
V_REF, V_LEN = 0.05, 0.6
U_FAR, U_DROP, U_LEN = 0.20, 0.05, 2.0
R_ANCHOR = 20.0


def hopping(R):
    return T_REF * np.exp(-(R - R_REF) / T_LEN)


def repulsion(R):
    return V_REF * np.exp(-(R - R_REF) / V_LEN)


def hubbard_u(R):
    return U_FAR - U_DROP * np.exp(-(R - R_REF) / U_LEN)


def hubbard_slope(R):
    return U_DROP / U_LEN * np.exp(-(R - R_REF) / U_LEN)


def solve(R, U):
    """Self-consistent energy and one-spin density matrix (order d, p)."""
    h = np.array([[DELTA, -hopping(R)], [-hopping(R), 0.0]])
    n = 0.0
    for _ in range(500):
        h_eff = h.copy()
        h_eff[0, 0] += U * (0.5 - n)
        orbital = np.linalg.eigh(h_eff)[1][:, 0]
        rho = np.outer(orbital, orbital)
        change = abs(rho[0, 0] - n)
        n = rho[0, 0]
        if change < 1e-14:
            break
    else:
        raise RuntimeError("self-consistency not reached")
    energy = repulsion(R) + 2 * np.trace(rho @ h) + U * (n - n * n)
    return energy, rho


def energy_curve(R):
    return solve(R, hubbard_u(R))[0]


def penalty(R, U):
    n = solve(R, U)[1][0, 0]
    return n * (1 - n)


def force_parts(R):
    """Force at frozen U, and the term it neglects."""
    rho = solve(R, hubbard_u(R))[1]
    n, s = rho[0, 0], rho[0, 1]
    frozen = repulsion(R) / V_LEN - 4 * hopping(R) / T_LEN * s
    missing = -hubbard_slope(R) * n * (1 - n)
    return frozen, missing


def derivative(f, x, h=1e-2):
    """Five-point central difference."""
    return (f(x - 2*h) - 8*f(x - h) + 8*f(x + h) - f(x + 2*h)) / (12*h)


# The self-consistent state is the only minimum over all real orbitals.
angle = np.arange(20000) * np.pi / 20000
for R in (2.0, 3.0, 4.5, 8.0):
    U = hubbard_u(R)
    c_d, c_p = np.sin(angle), np.cos(angle)
    scan = (repulsion(R) + 2 * (DELTA * c_d**2 - 2 * hopping(R) * c_d * c_p)
            + U * (c_d**2 - c_d**4))
    minima = (scan < np.roll(scan, 1)) & (scan < np.roll(scan, -1))
    E_scf, rho = solve(R, U)
    assert minima.sum() == 1
    assert -1e-12 < scan.min() - E_scf < 1e-7
    n, s = rho[0, 0], rho[0, 1]
    assert n < 0.5 and abs(n - n*n - s*s) < 1e-12
    assert abs(DELTA + U*(0.5 - n) - hopping(R)*(1 - 2*n)/s) < 1e-10

# Forces against finite differences of self-consistent energies.
nodes = np.array([2.6, 2.9, 3.2, 3.5, 3.8])
for R in nodes:
    U_here = hubbard_u(R)
    frozen, missing = force_parts(R)
    fd_frozen = -derivative(lambda x: solve(x, U_here)[0], R)
    fd_full = -derivative(energy_curve, R)
    assert abs(frozen - fd_frozen) < 1e-8
    assert abs(frozen + missing - fd_full) < 1e-8
    assert abs(fd_full - fd_frozen) > 1e-4

R_demo = 3.2
fd_frozen_demo = -derivative(lambda x: solve(x, hubbard_u(R_demo))[0], R_demo)
fd_full_demo = -derivative(energy_curve, R_demo)

print("Model parameters (hartree, bohr)")
print(f"Delta={DELTA:.2f}  R_ref={R_REF:.1f}  anchor R_a={R_ANCHOR:.1f}")
print(f"t: {T_REF:.2f}, length {T_LEN:.1f};  V: {V_REF:.2f}, length {V_LEN:.1f}")
print(f"U: far {U_FAR:.2f}, drop {U_DROP:.2f}, length {U_LEN:.1f}")
print("State: R/bohr, t/Ha, U/Ha, U'/(Ha/bohr), n, s, P")
for R in nodes:
    rho = solve(R, hubbard_u(R))[1]
    n, s = rho[0, 0], rho[0, 1]
    print(f"{R:.1f} {hopping(R):.6f} {hubbard_u(R):.6f} "
          f"{hubbard_slope(R):.6f} {n:.6f} {s:.6f} {n*(1-n):.6f}")
parts = np.array([force_parts(R) for R in nodes])
print("Forces in Ha/bohr: R/bohr, F_U, F_miss, F_U+F_miss")
for R, (frozen, missing) in zip(nodes, parts):
    print(f"{R:.1f} {frozen:+.6f} {missing:+.6f} {frozen + missing:+.6f}")
print(f"Finite differences at R={R_demo:.1f} bohr (Ha/bohr):")
print(f"U frozen {fd_frozen_demo:+.6f}, U(R) followed {fd_full_demo:+.6f}")

# Simpson integration on the five tabulated points.
weights = (nodes[1] - nodes[0]) / 3 * np.array([1, 4, 2, 4, 1])
simpson_frozen = -weights @ parts[:, 0]
simpson_missing = -weights @ parts[:, 1]
simpson_full = simpson_frozen + simpson_missing
direct_change = energy_curve(nodes[-1]) - energy_curve(nodes[0])
fine_missing = quad(lambda x: -force_parts(x)[1], nodes[0], nodes[-1])[0]
# The five-point rule has an error near 3e-5 from the steep repulsion.
assert abs(simpson_full - direct_change) < 5e-5
assert abs(simpson_missing - fine_missing) < 2e-6
assert abs(simpson_frozen - direct_change) > 1e-3
print(f"Energy change from {nodes[0]:.1f} to {nodes[-1]:.1f} bohr (Ha):")
print(f"Simpson, F_U only      {simpson_frozen:+.6f}")
print(f"Simpson, F_miss only   {simpson_missing:+.6f}")
print(f"Simpson, full force    {simpson_full:+.6f}")
print(f"direct energies        {direct_change:+.6f}")

# Whole curves, anchored at large separation.
E_anchor = energy_curve(R_ANCHOR)


def integrate_force(R, part):
    """Integral of one force part from R to the anchor."""
    edges = [R, R + 2.0, R + 6.0, R_ANCHOR]
    return sum(quad(lambda x: force_parts(x)[part], a, b, epsabs=1e-10)[0]
               for a, b in zip(edges[:-1], edges[1:]))


print(f"Energy at the anchor: {E_anchor:.2e} Ha")
print("Curves in Ha: R/bohr, E direct, E rebuilt, W (F_U only), E-W")
for R in (2.6, 2.9, 3.2, 3.5, 3.8, 5.0, 7.0):
    W = E_anchor + integrate_force(R, 0)
    rebuilt = W + integrate_force(R, 1)
    E = energy_curve(R)
    assert abs(rebuilt - E) < 1e-8
    assert E < W
    print(f"{R:.1f} {E:+.6f} {rebuilt:+.6f} {W:+.6f} {E - W:+.6f}")

# Bond lengths and well depths.
R_frozen = brentq(lambda x: force_parts(x)[0], 2.5, 4.0, xtol=1e-12)
R_true = brentq(lambda x: sum(force_parts(x)), 2.5, 4.0, xtol=1e-12)
R_min = minimize_scalar(energy_curve, bounds=(2.5, 4.0), method="bounded",
                        options={"xatol": 1e-9}).x
assert abs(R_true - R_min) < 1e-5
slope_left = -force_parts(R_frozen)[1]
stiffness = -derivative(lambda x: sum(force_parts(x)), R_frozen)
step = 1e-2
second_difference = (energy_curve(R_frozen + step) - 2*energy_curve(R_frozen)
                     + energy_curve(R_frozen - step)) / step**2
# The three-point second difference has an error of order step**2.
assert abs(stiffness - second_difference) < 1e-4
newton_shift = -slope_left / stiffness
true_shift = R_true - R_frozen
# One Newton step neglects anharmonicity, here a few per cent of the shift.
assert abs(newton_shift / true_shift - 1) < 0.15
depth_true = E_anchor - energy_curve(R_true)
depth_frozen = -integrate_force(R_frozen, 0)
assert depth_true > depth_frozen
print(f"Zero of F_U:         R_F  = {R_frozen:.5f} bohr")
print(f"Zero of full force:  R_eq = {R_true:.5f} bohr")
print(f"Minimum of E(R):            {R_min:.5f} bohr")
print(f"U'P at R_F: {slope_left:.6f} Ha/bohr")
print(f"k at R_F:   {stiffness:.6f} Ha/bohr^2")
print(f"Shift R_eq-R_F: {true_shift:.5f}, Newton {newton_shift:.5f} bohr")
print(f"Well depth of E: {depth_true:.6f} Ha = "
      f"{depth_true*HARTREE_EV:.4f} eV")
print(f"Well depth of W: {depth_frozen:.6f} Ha = "
      f"{depth_frozen*HARTREE_EV:.4f} eV")
depth_gap = depth_true - depth_frozen
print(f"Difference:      {depth_gap:.6f} Ha = {depth_gap*HARTREE_EV:.4f} eV")

# Independent reconstruction: switch on U at fixed bond length.
U_demo = hubbard_u(R_demo)
E_zero = solve(R_demo, 0.0)[0]
E_demo = energy_curve(R_demo)
u_integral = quad(lambda u: penalty(R_demo, u), 0.0, U_demo)[0]
P_zero, P_demo = penalty(R_demo, 0.0), penalty(R_demo, U_demo)
assert abs(E_zero + u_integral - E_demo) < 1e-9
assert P_demo < P_zero
assert U_demo * P_demo < u_integral - 1e-4
print(f"Switching on U at R={R_demo:.1f} bohr:")
print(f"E(U=0) = {E_zero:+.6f} Ha, E(U) = {E_demo:+.6f} Ha")
print(f"P(U=0) = {P_zero:.6f}, P(U) = {P_demo:.6f}")
print(f"integral of P du = {u_integral:.6f} Ha, U*P = {U_demo*P_demo:.6f} Ha")

print("all assertions hold")
```

Printed output:

```
Model parameters (hartree, bohr)
Delta=0.10  R_ref=3.0  anchor R_a=20.0
t: 0.10, length 2.0;  V: 0.05, length 0.6
U: far 0.20, drop 0.05, length 2.0
State: R/bohr, t/Ha, U/Ha, U'/(Ha/bohr), n, s, P
2.6 0.122140 0.138930 0.030535 0.260541 0.438930 0.192659
2.9 0.105127 0.147436 0.026282 0.221415 0.415199 0.172390
3.2 0.090484 0.154758 0.022621 0.181896 0.385759 0.148810
3.5 0.077880 0.161060 0.019470 0.144817 0.351917 0.123845
3.8 0.067032 0.166484 0.016758 0.112384 0.315838 0.099754
Forces in Ha/bohr: R/bohr, F_U, F_miss, F_U+F_miss
2.6 +0.055089 -0.005883 +0.049206
2.9 +0.011149 -0.004531 +0.006619
3.2 -0.010099 -0.003366 -0.013465
3.5 -0.018598 -0.002411 -0.021009
3.8 -0.020376 -0.001672 -0.022048
Finite differences at R=3.2 bohr (Ha/bohr):
U frozen -0.010099, U(R) followed -0.013465
Energy change from 2.6 to 3.8 bohr (Ha):
Simpson, F_U only      +0.001528
Simpson, F_miss only   +0.004205
Simpson, full force    +0.005733
direct energies        +0.005762
Energy at the anchor: -4.14e-09 Ha
Curves in Ha: R/bohr, E direct, E rebuilt, W (F_U only), E-W
2.6 -0.038183 -0.038183 -0.032770 -0.005413
2.9 -0.045827 -0.045827 -0.041972 -0.003856
3.2 -0.044384 -0.044384 -0.041708 -0.002676
3.5 -0.038989 -0.038989 -0.037174 -0.001815
3.8 -0.032421 -0.032421 -0.031213 -0.001208
5.0 -0.012127 -0.012127 -0.011915 -0.000213
7.0 -0.001795 -0.001795 -0.001784 -0.000011
Zero of F_U:         R_F  = 3.02797 bohr
Zero of full force:  R_eq = 2.97453 bohr
Minimum of E(R):            2.97453 bohr
U'P at R_F: 0.004010 Ha/bohr
k at R_F:   0.069728 Ha/bohr^2
Shift R_eq-R_F: -0.05344, Newton -0.05750 bohr
Well depth of E: 0.046066 Ha = 1.2535 eV
Well depth of W: 0.042647 Ha = 1.1605 eV
Difference:      0.003419 Ha = 0.0930 eV
Switching on U at R=3.2 bohr:
E(U=0) = -0.070932 Ha, E(U) = -0.044384 Ha
P(U=0) = 0.191519, P(U) = 0.148810
integral of P du = 0.026548 Ha, U*P = 0.023030 Ha
all assertions hold
```
